# Two-body energies from fractional parentage: p³ terms from p² terms: a numerical check

```python
# Result under test: for a two-body operator G, scalar in spin and orbital space,
#   <l^N|G|l^N> = N/(N-2) * sum over parents of cfp * cfp' * <l^(N-1)|G|l^(N-1)'>,
# and the p^3 term energies that follow from those of p^2.
# Symbols: l orbital quantum number, N electron number, L and S total orbital and
# spin quantum numbers, cfp coefficient of fractional parentage, weight = cfp^2,
# F[k] Slater integrals in eV, F_2 = F[2]/25 for the p shell.
# Direct side: explicit determinants in the occupation-number space of one shell.
from fractions import Fraction
import numpy as np
import scipy.sparse as sp
from sympy.physics.wigner import gaunt


class Shell:
    def __init__(self, l):
        self.l = l
        self.orb = [(m, s) for m in range(l, -l - 1, -1) for s in (0.5, -0.5)]
        self.pos = {o: i for i, o in enumerate(self.orb)}
        n = len(self.orb)
        lower = sp.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
        sign = sp.csr_matrix(np.diag([1.0, -1.0]))
        one = sp.csr_matrix(np.eye(2))
        self.a = []
        for k in range(n):
            op = sp.csr_matrix(np.eye(1))
            for j in range(n):
                factor = sign if j < k else (lower if j == k else one)
                op = sp.kron(op, factor, format="csr")
            self.a.append(op)
        codes = np.arange(2 ** n)
        self.occ = np.array([(codes >> (n - 1 - k)) & 1 for k in range(n)]).T
        self.count = self.occ.sum(axis=1)
        a, pos = self.a, self.pos
        unit = sp.identity(2 ** n, format="csr")
        sz = sp.diags(self.occ @ np.array([s for m, s in self.orb])).tocsr()
        lz = sp.diags(self.occ @ np.array([float(m) for m, s in self.orb])).tocsr()
        s_up = sum(a[pos[m, 0.5]].T @ a[pos[m, -0.5]] for m in range(-l, l + 1))
        l_up = sum(np.sqrt((l - m) * (l + m + 1)) * (a[pos[m + 1, s]].T @ a[pos[m, s]])
                   for m in range(-l, l) for s in (0.5, -0.5))
        self.S2 = s_up.T @ s_up + sz @ (sz + unit)
        self.L2 = l_up.T @ l_up + lz @ (lz + unit)
        pair = sum((-1.0) ** (l - m) * (a[pos[-m, -0.5]] @ a[pos[m, 0.5]])
                   for m in range(-l, l + 1))
        self.pairing = pair.T @ pair   # zero on states without L=0, S=0 pairs

    def index(self, N):
        return np.flatnonzero(self.count == N)

    def block(self, op, N):
        idx = self.index(N)
        return op.tocsr()[idx][:, idx].toarray()

    def term(self, N, L, S, copies=1):
        """Orthonormal columns spanning all states with given L and S."""
        vals, vecs = np.linalg.eigh(self.block(self.L2 + 100 * self.S2, N))
        target = L * (L + 1) + 100 * S * (S + 1)
        cols = vecs[:, abs(vals - target) < 1e-6]
        assert cols.shape[1] == round(copies * (2 * L + 1) * (2 * S + 1))
        return cols

    def removed(self, psi, N):
        """Columns a_k|psi> for every spin orbital k."""
        rows, cols = self.index(N - 1), self.index(N)
        return np.array([a[rows][:, cols] @ psi for a in self.a]).T

    def pairs(self):
        return [tuple(np.flatnonzero(self.occ[i])) for i in self.index(2)]

    def lift(self, V):
        """Many-electron operator from its matrix V on two-electron determinants."""
        A = [self.a[j] @ self.a[i] for i, j in self.pairs()]
        return sum(A[p].T @ sum(V[p, q] * A[q] for q in range(len(A)))
                   for p in range(len(A)))

    def coulomb(self, F):
        l = self.l
        c = {}
        for k in F:
            for m in range(-l, l + 1):
                for n in range(-l, l + 1):
                    value = 0.0
                    if abs(m - n) <= k:
                        value = float(gaunt(l, k, l, -m, m - n, n))
                    c[k, m, n] = (-1.0) ** m * np.sqrt(4 * np.pi / (2 * k + 1)) * value

        def direct(p, q, r, t):
            (mp, s1), (mq, s2), (mr, s3), (mt, s4) = (self.orb[x] for x in (p, q, r, t))
            if s1 != s3 or s2 != s4 or mp + mq != mr + mt:
                return 0.0
            return sum(F[k] * c[k, mp, mr] * c[k, mt, mq] for k in F)

        pr = self.pairs()
        V = np.array([[direct(i, j, r, t) - direct(i, j, t, r) for r, t in pr]
                      for i, j in pr])
        return self.lift(V)


def level(shell, G, N, L, S):
    """Energy of a term occurring once; checks that all its states share it."""
    U = shell.term(N, L, S)
    M = U.T @ shell.block(G, N) @ U
    assert np.allclose(M, M[0, 0] * np.eye(len(M)), atol=1e-9)
    return M[0, 0]


def sum_rule_weights(L, S, parents):
    """p^3 parent weights from normalization and two-body parts of S^2 and L^2."""
    rows = [[1.0 for Lp, Sp in parents],
            [3 * (Sp * (Sp + 1) - 1.5) for Lp, Sp in parents],
            [3 * (Lp * (Lp + 1) - 4.0) for Lp, Sp in parents]]
    return np.linalg.solve(np.array(rows),
                           np.array([1.0, S * (S + 1) - 2.25, L * (L + 1) - 6.0]))


F = {0: 12.0, 2: 5.0, 4: 3.0}
F_2 = F[2] / 25
p = Shell(1)
Gp = p.coulomb({k: F[k] for k in (0, 2)})
p2 = {"3P": (1, 1), "1D": (2, 0), "1S": (0, 0)}
p3 = {"4S": (0, 1.5), "2D": (2, 0.5), "2P": (1, 0.5)}
print(f"F0 = {F[0]:.1f} eV, F2 = {F[2]:.1f} eV, F4 (d shell only) = {F[4]:.1f} eV")
print(f"F_2 = F2/25 = {F_2:.3f} eV")
print(f"number of states: p^2 {len(p.index(2))}, p^3 {len(p.index(3))}")

E2 = {t: level(p, Gp, 2, *q) for t, q in p2.items()}
slater2 = {"3P": -5, "1D": 1, "1S": 10}
for t in p2:
    assert abs(E2[t] - (F[0] + slater2[t] * F_2)) < 1e-9
    print(f"p^2 {t} energy, direct: {E2[t]:.4f} eV")

# An arbitrary scalar interaction with three unrelated pair energies.
pair_energy = {"3P": 1.0, "1D": 2.5, "1S": -0.7}
V = sum(pair_energy[t] * p.term(2, *q) @ p.term(2, *q).T for t, q in p2.items())
Gany = p.lift(V)

slater3 = {"4S": -15, "2D": -6, "2P": 0}
E3 = {}
for t, q in p3.items():
    psi = p.term(3, *q)[:, 0]
    phi = p.removed(psi, 3)
    w_direct = np.array([np.sum((p.term(2, *r).T @ phi) ** 2) / 3 for r in p2.values()])
    w = sum_rule_weights(*q, list(p2.values()))
    assert np.allclose(w, w_direct, atol=1e-9)
    E3[t] = level(p, Gp, 3, *q)
    from_parents = 3 * sum(x * E2[r] for x, r in zip(w, p2))
    assert abs(E3[t] - from_parents) < 1e-9
    assert abs(E3[t] - (3 * F[0] + slater3[t] * F_2)) < 1e-9
    any_direct = level(p, Gany, 3, *q)
    any_parents = 3 * sum(x * pair_energy[r] for x, r in zip(w, p2))
    assert abs(any_direct - any_parents) < 1e-9
    shown = ", ".join(f"{r} {Fraction(float(x)).limit_denominator(100)}"
                      for r, x in zip(p2, w_direct))
    print(f"p^3 {t} parent weights by electron removal: {shown}")
    print(f"p^3 {t} weighted parent energy: {from_parents / 3:.4f} eV")
    print(f"p^3 {t} energy: from parents {from_parents:.4f} eV, direct {E3[t]:.4f} eV")
    print(f"p^3 {t}, arbitrary interaction: from parents {any_parents:.4f} eV, "
          f"direct {any_direct:.4f} eV")
print("arbitrary pair energies: " +
      ", ".join(f"{t} {x:.1f} eV" for t, x in pair_energy.items()))
ratio2 = (E2["1S"] - E2["1D"]) / (E2["1D"] - E2["3P"])
ratio3 = (E3["2P"] - E3["2D"]) / (E3["2D"] - E3["4S"])
assert abs(ratio2 - 3 / 2) < 1e-9 and abs(ratio3 - 2 / 3) < 1e-9
print(f"interval ratio p^2 (1S-1D)/(1D-3P) = {ratio2:.4f}")
print(f"interval ratio p^3 (2P-2D)/(2D-4S) = {ratio3:.4f}")

# Repeated parents: the seniority-2 3F state of d^4 has both 2D terms of d^3 as parents.
d = Shell(2)
Gd = d.coulomb(F)
G3, G4 = d.block(Gd, 3), d.block(Gd, 4)
U = d.term(4, 3, 1, copies=2)
vals, vecs = np.linalg.eigh(U.T @ d.block(d.pairing, 4) @ U)
assert np.sum(vals > 1) == 21 and np.sum(abs(vals) < 1e-8) == 21
psi = U @ vecs[:, -1]
direct_energy = psi @ G4 @ psi
phi = d.removed(psi, 4)
W = d.term(3, 2, 0.5, copies=2)
vals, vecs = np.linalg.eigh(W.T @ d.block(d.pairing, 3) @ W)
parents = {"2D seniority 1": W @ vecs[:, vals > 1],
           "2D seniority 3": W @ vecs[:, vals < 1]}
for name, L, S in [("4P", 1, 1.5), ("4F", 3, 1.5), ("2P", 1, 0.5),
                   ("2F", 3, 0.5), ("2G", 4, 0.5), ("2H", 5, 0.5)]:
    parents[name] = d.term(3, L, S)
assert sum(B.shape[1] for B in parents.values()) == len(d.index(3))
weights, diagonal = {}, 0.0
for name, B in parents.items():
    part = B.T @ phi
    weights[name] = np.sum(part ** 2) / 4
    diagonal += 4 / 2 * np.sum(part * (B.T @ G3 @ B @ part)) / 4
D1, D3 = parents["2D seniority 1"], parents["2D seniority 3"]
coupling = D1.T @ G3 @ D3
cross = 4 / 2 * 2 * np.sum((D1.T @ phi) * (coupling @ (D3.T @ phi))) / 4
assert abs(sum(weights.values()) - 1) < 1e-9
assert abs(diagonal + cross - direct_energy) < 1e-8
assert abs(cross) > 0.01
strength = np.linalg.svd(coupling, compute_uv=False)
assert np.allclose(strength, strength[0], atol=1e-8)
for name in ("2D seniority 1", "2D seniority 3"):
    print(f"d^4 3F (seniority 2), weight of parent {name}: {weights[name]:.5f}")
print(f"d^3 size of Coulomb element between the two 2D terms: {strength[0]:.4f} eV")
print(f"d^4 3F (seniority 2) energy, direct: {direct_energy:.4f} eV")
print(f"d^4 3F from diagonal parent energies only: {diagonal:.4f} eV")
print(f"d^4 3F contribution of the cross terms: {cross:.4f} eV")
print(f"d^4 3F from the full parent sum: {diagonal + cross:.4f} eV")
print("OK")
```

It prints:

```
F0 = 12.0 eV, F2 = 5.0 eV, F4 (d shell only) = 3.0 eV
F_2 = F2/25 = 0.200 eV
number of states: p^2 15, p^3 20
p^2 3P energy, direct: 11.0000 eV
p^2 1D energy, direct: 12.2000 eV
p^2 1S energy, direct: 14.0000 eV
p^3 4S parent weights by electron removal: 3P 1, 1D 0, 1S 0
p^3 4S weighted parent energy: 11.0000 eV
p^3 4S energy: from parents 33.0000 eV, direct 33.0000 eV
p^3 4S, arbitrary interaction: from parents 3.0000 eV, direct 3.0000 eV
p^3 2D parent weights by electron removal: 3P 1/2, 1D 1/2, 1S 0
p^3 2D weighted parent energy: 11.6000 eV
p^3 2D energy: from parents 34.8000 eV, direct 34.8000 eV
p^3 2D, arbitrary interaction: from parents 5.2500 eV, direct 5.2500 eV
p^3 2P parent weights by electron removal: 3P 1/2, 1D 5/18, 1S 2/9
p^3 2P weighted parent energy: 12.0000 eV
p^3 2P energy: from parents 36.0000 eV, direct 36.0000 eV
p^3 2P, arbitrary interaction: from parents 3.1167 eV, direct 3.1167 eV
arbitrary pair energies: 3P 1.0 eV, 1D 2.5 eV, 1S -0.7 eV
interval ratio p^2 (1S-1D)/(1D-3P) = 1.5000
interval ratio p^3 (2P-2D)/(2D-4S) = 0.6667
d^4 3F (seniority 2), weight of parent 2D seniority 1: 0.37500
d^4 3F (seniority 2), weight of parent 2D seniority 3: 0.01786
d^3 size of Coulomb element between the two 2D terms: 0.9352 eV
d^4 3F (seniority 2) energy, direct: 71.5306 eV
d^4 3F from diagonal parent energies only: 71.2245 eV
d^4 3F contribution of the cross terms: 0.3061 eV
d^4 3F from the full parent sum: 71.5306 eV
OK
```
